# Topping's depolarisation formula for a planar lattice of polarisable dipoles

Suppose that the dipole moment of an interface species in a high-k gate stack has been calculated in a wide supercell, and that the potential step is wanted at a higher density. One must decide whether the moment may be carried over unchanged and multiplied by the new density, or whether it must be recalculated. The answer depends on how strongly the dipoles reduce one another. For the numerical case worked out below, a sheet in vacuum with a polarisability of 20 bohr³, a moment taken from a square cell of side 16 bohr overestimates the step at a spacing of 8 bohr by 30 percent of the correct value.

The model is an infinite flat Bravais lattice of identical point dipoles in vacuum, with areal density $N$. The normal to the sheet is $z$. Each site has a permanent moment $p_0$ along $z$ and responds linearly to the electric field acting on it, with polarisability $\alpha$ in the normal direction. Hartree atomic units are used, so a charge $q$ has the potential $q/r$, and $\alpha$ is measured in bohr³. Electrode images, a dielectric host, the finite size of the dipoles and charge transfer between sites are left out. The model therefore isolates one mechanism in an interface dipole layer and does not represent a complete gate stack. In particular, a host of high permittivity that surrounds the dipoles screens their interaction and can make their mutual reduction much smaller, whereas a dielectric on one side only can strengthen the field between neighbours through its image charges. The percentages found here for vacuum should therefore not be carried over to a high-k stack.

A point dipole $\mathbf p$ at the origin has the potential $\phi=\mathbf p\cdot\mathbf r/r^3$. Its field follows from $E_i=-\partial_i\phi$. The derivative acts on the numerator and on $r^{-3}$, and $\partial_i r^{-3}=-3r_i/r^5$, so

$$
E_i=-\frac{p_i}{r^3}+\frac{3r_i(\mathbf p\cdot\mathbf r)}{r^5}.
$$

For two sites of the sheet the separation $\mathbf R$ lies in the plane. If $\mathbf p=p\hat{\mathbf z}$, then $\mathbf p\cdot\mathbf R=0$, the second term vanishes, and

$$
E_z=-\frac{p}{R^3},\qquad E_x=E_y=0 .
$$

The field opposes the moment that produces it. Parallel dipoles side by side thus weaken each other, and normal moments create no field that would tilt their neighbours.

All sites are equivalent, so we look for the solution in which all moments have the same value $p$. Its stability is a separate question, taken up below. The field at one site due to all the others is

$$
E_{\rm loc}=-pS,\qquad S=\sum_{\mathbf R\ne0}\frac{1}{R^3}.
$$

The dipole's own field is excluded, because the response of a site to its own charge distribution is already contained in $\alpha$. The sum converges absolutely in two dimensions. Far away it may be replaced by an integral over a uniform density, and the part outside a disc of large radius $R_c$ tends to

$$
N\int_{R_c}^{\infty}\frac{2\pi R\,dR}{R^3}=\frac{2\pi N}{R_c},
$$

which vanishes as $R_c$ grows. The result does not depend on the outline of a very large sample, but the approach to it is slow.

The moment is the permanent part plus the induced part,

$$
p=p_0+\alpha E_{\rm loc}=p_0-\alpha S\,p .
$$

Collecting the terms in $p$ gives $(1+\alpha S)p=p_0$, hence

$$
p=\frac{p_0}{1+\alpha S}.
$$

The denominator accounts for the mutual feedback. Inserting the unreduced moment $p_0$ into the field would give only $p_0(1-\alpha S)$, the first-order expansion of this result. The full expression allows for the fact that the neighbours, being reduced themselves, produce a weaker field.

The dependence on density now follows from scaling. Let the density change while the lattice keeps its shape. Every separation can then be written as $R=N^{-1/2}\rho$, where the lengths $\rho$ belong to the lattice of the same shape with unit density. Therefore

$$
S=\sum_{\boldsymbol\rho\ne0}\frac{1}{(N^{-1/2}\rho)^3}
=N^{3/2}\sum_{\boldsymbol\rho\ne0}\frac1{\rho^3}
\equiv C N^{3/2}.
$$

The power is the product of two facts: the field falls as the third power of distance, and distance in a plane scales as the power $-1/2$ of density. Topping's formula is

$$
p=\frac{p_0}{1+x},\qquad x=C\alpha N^{3/2}.
$$

The three-halves power belongs to the depolarisation term $x$. Neither the moment nor the potential step is itself proportional to $N^{3/2}$.

The number $C$ depends on the lattice shape. For a square lattice of spacing $a$, $N=1/a^2$ and the sum is $S=9.0336/a^3$, so $C=9.0336$. For the triangular lattice the sum is larger, $S=11.0342/a^3$, but so is the density, $N=2/(\sqrt3\,a^2)$. Then

$$
C=11.0342\left(\frac{\sqrt3}{2}\right)^{3/2}=8.8927 .
$$

Both values round to 9, but this number is not universal: a rectangular lattice with sides in the ratio 2:1 has $C=11.45$, because at a given density some neighbours are brought much closer. If the shape changes along with the density, $C$ changes too, and a plot of $x$ against $N$ need not follow the three-halves power.

The scaling argument also needs $N^{-1/2}$ to be the sole length in the interaction. A conducting electrode at a fixed distance $d$ introduces a second length, and the lattice sum may then depend on $d\sqrt N$ as well. The pure power law is consequently a statement about the isolated sheet.

Random occupation of a fixed grid breaks the law in another way. Let a fraction $\theta$ of the sites be occupied independently, and let $S_{\rm full}$ be the sum for the full grid. Each other site contributes $1/R^3$ with probability $\theta$, so the mean sum around an occupied site is

$$
\langle S\rangle=\sum_{\mathbf R\ne0}\frac{\theta}{R^3}=\theta S_{\rm full}.
$$

This is linear in density. If the dipoles instead spread out into an ordered lattice of the same shape, the sum is $\theta^{3/2}S_{\rm full}$, smaller by the factor $\sqrt\theta$. The difference comes from close pairs, which random filling permits and the expanded lattice excludes. For $\theta=0.25$ on a square grid, sampling gave $\langle S\rangle a^3=2.27$, against 2.26 from the linear law and 1.13 for the ordered lattice; here $a$ is the spacing of the full grid. Using $\langle S\rangle$ in the formula for $p$ is a further, mean-field approximation, since it replaces the different moments and surroundings by averages.

To obtain the potential step, we average the potential over a plane at height $z$. The average over one unit cell of the contributions from all dipoles equals $N$ times the integral of one dipole's potential over the whole plane, because the translated cells cover the plane once. With $s$ the in-plane distance from the dipole,

$$
\int_0^\infty \frac{pz}{(s^2+z^2)^{3/2}}\,2\pi s\,ds
=2\pi pz\left[-\frac1{\sqrt{s^2+z^2}}\right]_0^\infty
=2\pi p\,\frac{z}{|z|}.
$$

The averaged potential is thus $+2\pi Np$ above the sheet and $-2\pi Np$ below it, and the step is

$$
\Delta V=4\pi Np=\frac{4\pi Np_0}{1+C\alpha N^{3/2}} .
$$

For positive $p$, the electrostatic potential is higher on the $+z$ side. An electron has charge $-1$, so its potential energy is lower there by the same number of hartrees. Reversing the dipoles reverses the step and leaves the depolarisation factor unchanged.

The average is also the local potential a few spacings from the sheet. A lateral Fourier component with wave vector $\mathbf G\neq0$ must satisfy Laplace's equation outside the sheet, which requires $\partial_z^2\phi_G=G^2\phi_G$ and hence decay as $e^{-G|z|}$. On a square lattice the smallest $G$ is $2\pi/a$, so at $|z|=3a$ the exponential factor is $e^{-6\pi}$, below $10^{-8}$. At that height an explicit sum over a large disc, with the region outside it treated as a uniform density, gives $6.28318\,Np$, in agreement with $2\pi Np$.

Two fields must be kept apart here. The potential on either side is constant, so the mean field outside the sheet is zero. The field that polarises a dipole is $-pS$, acts at its site and is not zero. Setting the local field equal to the mean field outside would remove the depolarisation altogether.

The step is linear at low density. For $x\ll1$, expansion of the denominator gives

$$
\Delta V\simeq4\pi Np_0\left(1-C\alpha N^{3/2}\right),
$$

so the first correction to the step itself varies as $N^{5/2}$. At higher density the number of dipoles and the moment of each compete. Since $dx/dN=3x/(2N)$, the quotient rule gives

$$
\frac{d\Delta V}{dN}
=4\pi p_0\,\frac{(1+x)-N\,\dfrac{3x}{2N}}{(1+x)^2}
=4\pi p_0\,\frac{1-x/2}{(1+x)^2}.
$$

The derivative is positive for $x<2$ and negative for $x>2$. The formula therefore has its maximum at $x=2$, where each moment has fallen to $p_0/3$. For $x\gg1$ it becomes

$$
\Delta V\simeq\frac{4\pi p_0}{C\alpha\sqrt N}.
$$

These are properties of the algebraic formula. Whether the uniform state exists as a stable state at such densities has to be examined.

For normal moments $p_i$ the energy is

$$
U=\sum_i\frac{(p_i-p_0)^2}{2\alpha}
+\frac12\sum_{i\ne j}\frac{p_ip_j}{R_{ij}^3}.
$$

The first term is the cost of changing a moment from its permanent value. The second is the dipole interaction, with the factor one half because each pair occurs twice. Setting the derivative with respect to $p_i$ to zero gives

$$
\frac{p_i-p_0}{\alpha}+\sum_{j\ne i}\frac{p_j}{R_{ij}^3}=0,
$$

which is the self-consistency condition used above. A stationary point is stable only if every small deviation raises the energy. By translation symmetry the deviations separate into waves with wave vector $\mathbf k$, and the interaction of such a wave has the eigenvalue

$$
\lambda(\mathbf k)=\sum_{\mathbf R\ne0}\frac{\cos(\mathbf k\cdot\mathbf R)}{R^3}.
$$

The sine part cancels between $\mathbf R$ and $-\mathbf R$. The quadratic energy of the wave is proportional to $1/\alpha+\lambda(\mathbf k)$, which must be positive for all $\mathbf k$.

The uniform deviation has $\lambda=S>0$ and is no danger. The danger comes from patterns in which neighbours deviate in opposite directions. A scan over a grid of wave vectors for the square lattice found the lowest value for the checkerboard pattern, $\lambda=-2.646/a^3$. The uniform state loses stability when $1/\alpha=2.646/a^3$. At that point $\alpha/a^3=1/2.646$, and

$$
x=\frac{9.034}{2.646}=3.41 .
$$

On the square lattice with purely normal polarisability, the maximum at $x=2$ is thus within the stable range. This fails for rectangular lattices once the ratio of the sides exceeds about 2.3. In the limit of widely separated rows with spacing $a$ along the row, $S=2\zeta(3)/a^3$, where $\zeta(3)=\sum_{n\ge1}n^{-3}$, and the alternating pattern has $\lambda=-\tfrac32\zeta(3)/a^3$. Stability is then lost at $x=4/3$, before the maximum. On the square lattice, too, the inverse-square-root law is not reached. Its ratio to the full formula is $(1+x)/x$, so even at the limit $x=3.41$ for purely normal polarisability it is too large by $1/x$, or 29 percent of the full result.

If the sites are also polarisable in the plane, with the same $\alpha$, the condition is stricter. From the field of a general dipole, the interaction between in-plane moments is described by

$$
T_{ij}=\frac{1}{R^3}\left(\delta_{ij}-\frac{3R_iR_j}{R^2}\right),\qquad i,j=x,y,
$$

with $E_i=-\sum_jT_{ij}p_j$. Normal and in-plane deviations do not mix, because $R_z=0$. The trace for one pair is

$$
T_{xx}+T_{yy}=\frac{2-3}{R^3}=-\frac1{R^3}.
$$

Summed over the lattice, the two eigenvalues of the uniform in-plane deviation therefore add up to $-S$. On square and triangular lattices they are equal by symmetry, so each is $-S/2$. Stability against this mode requires $1/\alpha>S/2$, or $x=\alpha S<2$. On a lattice of lower symmetry the smaller eigenvalue is at most $-S/2$, and the limit is reached at $x=2$ or earlier. For isotropic point dipoles on any of these lattices, the maximum of Topping's formula is therefore not a stable minimum of the energy. Physically, moments lying in the plane can line up head to tail, and at sufficient polarisability the energy gained exceeds the cost of inducing them.

On the square lattice another in-plane mode gives way first. In it the moments lie along the rows and change sign from one row to the next. The scan gives $\lambda=-5.10/a^3$, below the uniform value of $-4.52/a^3$, and the limit is

$$
x=\frac{9.034}{5.10}=1.77 .
$$

Diagonalisation for a finite patch of 20 by 20 sites gives a lowest value of $-5.06/a^3$. A patch deviation is also an allowed deviation of the infinite lattice, with all other sites left unchanged, so the infinite lattice must have an eigenvalue at least this low. This confirms, independently of the scan, that the uniform mode is not the first to fail.

Beyond these limits the linear model has no stable state. It does not tell us what a real interface does there: at such short distances the omitted finite size of the charge distributions and their nonlinear response must be considered. The instability is a property of point dipoles and gives only an outer bound on the use of the model, which may have to be replaced at lower densities already.

As a numerical case, take the round model parameters $p_0=0.2$ a.u. and $\alpha=20$ bohr³ on a square lattice with $a=8$ bohr. The density is $N=1/64=0.015625$ bohr⁻², or $5.58\times10^{14}$ cm⁻². Since $N^{3/2}=1/a^3=1/512$ bohr⁻³,

$$
x=\frac{9.0336\times20}{512}=0.353,\qquad
p=\frac{0.2}{1.353}=0.1478\ \text{a.u.}
$$

The local field is $-pS=-0.1478\times0.01764=-0.00261$ a.u., about 13 MV/cm in magnitude. This is a microscopic field at the site, and a linear response to it is an assumption of the model that has to be checked for a real species. The field induces a moment $\alpha E_{\rm loc}=-0.0522$ a.u., and adding this to the permanent 0.2 a.u. returns 0.1478 a.u., as self-consistency demands. Without depolarisation the step would be

$$
4\pi\times0.015625\times0.2=0.0393\ \text{hartree},
$$

in energy per unit charge, or 1.07 V. Multiplication by $p/p_0=0.739$ gives 0.0290 hartree, or 0.79 V. Mutual depolarisation removes 26 percent of the undepolarised step.

The same parameters at other spacings give the following values, with both steps in hartree per unit charge.

| $a$ (bohr) | $x$ | $p/p_0$ | $4\pi Np_0$ | $\Delta V$ |
|---|---|---|---|---|
| 16 | 0.044 | 0.958 | 0.0098 | 0.0094 |
| 12 | 0.105 | 0.905 | 0.0175 | 0.0158 |
| 8 | 0.353 | 0.739 | 0.0393 | 0.0290 |
| 6 | 0.836 | 0.545 | 0.0698 | 0.0380 |
| 5 | 1.445 | 0.409 | 0.1005 | 0.0411 |

From 16 to 8 bohr the density rises by a factor of 4 and $x$ by $4^{3/2}=8$. The moment ratio at 16 bohr is 0.958 and at 8 bohr 0.739; their quotient, 1.30, is the overestimate stated at the beginning. Between 6 and 5 bohr the density grows by 44 percent, but the step by only 8 percent. A nearly constant measured or calculated step in such a range would not show that no further dipoles had been added.

The formal maximum for these parameters lies at $a=4.49$ bohr, with a step of 1.13 V. With isotropic polarisability the uniform state is already unstable below 4.67 bohr, so this maximum is not available within the point-dipole model. With purely normal polarisability the limit is 3.75 bohr, and the maximum can be reached within the model. The normal component of $\alpha$ alone fixes the value of the step, but on the square lattice an in-plane polarisability larger than about 0.52 of the normal one lowers the density at which the uniform state of the model becomes unstable.

The assumption of equal moments can be checked by solving the coupled equations for finite square patches in which every moment is free. The centre of a patch lacks the field of the region outside, which by the tail estimate is inversely proportional to the patch size at leading order. Extrapolating the central moment in this way gives $p/p_0=0.905$, 0.739 and 0.545 at spacings of 12, 8 and 6 bohr, in agreement with the formula to within the test tolerance of 0.2 percent of the moment. The quantity $p_0/p-1$ from the patches at 12 and 6 bohr varies as the power 1.500 of density.

For supercell calculations the formula is most useful when inverted:

$$
\frac1p=\frac1{p_0}+\frac{C\alpha}{p_0}N^{3/2}.
$$

Within the model, $1/p$ is a straight line when plotted against $N^{3/2}$ for cells of one shape. The calculations must describe an isolated sheet. In a slab cell repeated along the normal with period $L$, the potential must return to its starting value over each period. Without the dipole correction, the step is therefore cancelled by an artificial field $4\pi Np/L$ in the direction of the moment. At fixed $L$ this field adds the term $-4\pi\alpha N/(Lp_0)$ to $1/p$, which bends the line. Two densities determine the intercept $1/p_0$ and the slope $C\alpha/p_0$; their ratio, slope over intercept, is $C\alpha$. A third density is needed to test the model, since two points always define a line. If the third point lies on it, the moment at an intermediate density can be interpolated. Agreement supports no more than that, because the test is not very sensitive. With the model parameters above and an uncorrected slab of $L=30$ bohr, the line through the spacings 16 and 8 bohr misses the moment at 11 bohr by only 0.7 percent, while slope over intercept is 126 bohr³ instead of $C\alpha=181$ bohr³. A nearly straight line therefore does not show that the fitted constants are $p_0$ and $C\alpha$, nor that the line may be extrapolated. If it does not, at least one assumption has failed for that interface, and the moment should be calculated at the density required. For randomly filled sites the mean-field version has $N$ in place of $N^{3/2}$. At quarter filling of the 8 bohr grid it gives $x=0.25\times0.353=0.088$, twice the value for the ordered 16 bohr lattice of equal density. Within this mean-field estimate, an ordered supercell of the right density therefore underestimates the depolarisation of a randomly filled layer. The numerical output below lists the remaining values.

## Table of computed values

```
Lattice sums S*a^3 and shape numbers C (dimensionless)
  square           S*a^3 = 9.0336   C = 9.0336
  triangular       S*a^3 = 11.0342   C = 8.8927
  rectangular 2:1  S*a^3 = 4.0491   C = 11.4525
Potential above square lattice / (N p): 6.28318
2 pi: 6.28319
Model: p0 = 0.2 a.u., alpha = 20.0 bohr^3, square lattice
a/bohr  N/bohr^-2    x      p/p0   bare dV/Ha  dV/Ha
 16.0   0.003906   0.0441  0.9578   0.00982    0.00940
 12.0   0.006944   0.1046  0.9053   0.01745    0.01580
 10.0   0.010000   0.1807  0.8470   0.02513    0.02129
  8.0   0.015625   0.3529  0.7392   0.03927    0.02903
  6.0   0.027778   0.8364  0.5445   0.06981    0.03802
  5.0   0.040000   1.4454  0.4089   0.10053    0.04111
Main case a = 8 bohr:
  density = 5.580e+14 cm^-2
  S = 0.017644 bohr^-3
  moment p = 0.14783 a.u.
  local field = -0.002608 a.u.
  bare step = 1.0686 V
  depolarised step = 0.7899 V
Finite patches extrapolated, p/p0 (dimensionless)
  a = 12.0 bohr: patch 0.9054, formula 0.9053
  a =  8.0 bohr: patch 0.7392, formula 0.7392
  a =  6.0 bohr: patch 0.5447, formula 0.5445
Density exponent from patches: 1.4997
Random filling, coverage 0.25: sum*a^3 = 2.272
  linear law 2.258, ordered lattice 1.129
Formal maximum: N = 0.04967 bohr^-2, a = 4.487 bohr
  step there = 0.04161 Ha = 1.1323 V
Lowest eigenvalues times a^3, square lattice (dimensionless)
  normal, checkerboard: -2.6459
  in-plane, uniform: -4.5168
  in-plane, alternating rows: -5.0989
  in-plane, 20 x 20 patch: -5.0558
Stability limits for the model
  normal polarisability only: x = 3.4142, a = 3.754 bohr
  isotropic polarisability: x = 1.7717, a = 4.672 bohr
```
